# Counting hard-wall modes in a 10 nm square contact

## Problem

Electrons pass ballistically through a uniform channel of square cross-section, side $a=10$ nm, with impenetrable side walls. They occupy one isotropic parabolic valley with spin degeneracy 2. The Fermi wavevector is $k=1.44\ \mathrm{nm^{-1}}$, and the temperature is zero unless stated otherwise. A transverse mode is counted once; spin is placed in the conductance quantum $G_0=2e^2/h$.

1. Count the open modes $N$.
2. Derive the Sharvin area term and express it as a number of modes.
3. Derive the smooth corrections to it, including the perimeter term, and compare with $N$.
4. Account for the remaining difference, and find how far $k$ or $a$ can change before $N$ changes.
5. Find the conductance and the smallest contact resistivity that the model allows.
6. Judge the result for a silicide contact to heavily doped n-type silicon. Use these rough values: single-valley mass $0.26\,m_0$; valley masses $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$; side-wall height 3 eV; Schottky barrier 0.6 eV; relative permittivity 11.7.

## Solution

### 1. The count

The transverse wavefunction must vanish at $x=0,a$ and $y=0,a$. Separation of variables gives

$$\psi_{mn}\propto\sin\frac{m\pi x}{a}\sin\frac{n\pi y}{a},\qquad k_{mn}^2=\frac{\pi^2}{a^2}(m^2+n^2).$$

A zero index makes $\psi$ vanish, and a change of sign of an index gives the same mode, so $m,n\ge1$. The longitudinal wavevector obeys $k_z^2=k^2-k_{mn}^2$. The mode is open when this is positive, that is, when

$$m^2+n^2<R^2,\qquad R=\frac{ka}{\pi}=\frac{14.4}{\pi}=4.5837,\qquad R^2=21.010.$$

For each $m$, the largest allowed $n$ is the integer part of $\sqrt{R^2-m^2}$. The rows $m=1,2,3,4$ hold 4, 4, 3 and 2 modes, so

$$N=4+4+3+2=13.$$

### 2. The Sharvin term

In a wide contact, a small voltage $V$ adds right-moving electrons in an energy window $eV$. The conductance per area is therefore

$$\frac{G}{A}=e^2\,2\int_{v_z>0}\frac{d^3q}{(2\pi)^3}\,v_z\,\delta(E-E_F).$$

With $v_z=v\cos\theta$ and $dE=\hbar v\,dq$, the radial integral gives $k^2/\hbar$; the speed cancels. The angular integral is

$$2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi.$$

Hence

$$\frac{G}{A}=\frac{2e^2}{8\pi^3}\frac{k^2}{\hbar}\,\pi=\frac{e^2k^2}{4\pi^2\hbar}=\frac{2e^2}{h}\frac{k^2}{4\pi},$$

because $2e^2/h=e^2/(\pi\hbar)$. The equivalent number of modes is

$$N_S=\frac{k^2A}{4\pi}=\frac{1.44^2\times100}{4\pi}=16.50.$$

Since $A=a^2$, this equals $\pi R^2/4$, the area of the quarter disc in which the mode points lie.

### 3. The smooth corrections

Let $\mathcal N(E)$ be the number of modes with $m^2+n^2\le E$. Its smooth part can be read from a weighted average over $E$. Each mode contributes a unit step, and $\int_{E_0}^\infty te^{-tE}dE=e^{-tE_0}$, so

$$\int_0^\infty te^{-tE}\mathcal N(E)\,dE=\left(\sum_{m\ge1}e^{-tm^2}\right)^2.$$

To evaluate the sum, consider the periodic function $\sum_m e^{-t(x+m)^2}$, with $m$ running over all integers. Its Fourier coefficients are

$$\int_{-\infty}^{\infty}e^{-tx^2-2\pi igx}dx=\sqrt{\pi/t}\;e^{-\pi^2g^2/t}.$$

Setting $x=0$ in the Fourier series gives $\sum_m e^{-tm^2}=\sqrt{\pi/t}$ for small $t$, apart from terms of relative size $e^{-\pi^2/t}$. Removing $m=0$ and halving leaves $\tfrac12\sqrt{\pi/t}-\tfrac12$ for $m\ge1$. The weighted count is then

$$\left(\tfrac12\sqrt{\frac{\pi}{t}}-\tfrac12\right)^2=\frac{\pi}{4t}-\frac12\sqrt{\frac{\pi}{t}}+\frac14.$$

The same weighting turns $E$ into $1/t$, $\sqrt E$ into $\tfrac12\sqrt{\pi/t}$, and a constant into itself. Matching the three terms gives $\pi E/4-\sqrt E+1/4$. With $E=R^2$ and $P=4a$,

$$N_{\rm smooth}=\frac{\pi R^2}{4}-R+\frac14=\frac{k^2A}{4\pi}-\frac{kP}{4\pi}+\frac14.$$

The second term is the Weyl perimeter correction. It is negative because hard walls exclude the points with a zero index. The constant belongs to the four corners.

For the given contact,

$$-\frac{kP}{4\pi}=-\frac{1.44\times40}{4\pi}=-4.58.$$

| Estimate | Modes | $N$ minus estimate |
|---|---:|---:|
| Area | 16.50 | −3.50 |
| Area + perimeter | 11.92 | +1.08 |
| Area + perimeter + corners | 12.17 | +0.83 |

Relative to $N=13$, the Sharvin term is 27% too high, the two-term estimate 8% too low, and the three-term estimate 6% too low. The perimeter term has the right sign but overshoots the actual deficit of 3.50.

The smooth formula describes a trend, not each integer. Averaged over $R$ from 20 to 60, the true count minus $N_{\rm smooth}$ is −0.005, whereas the count minus the area term is −39.8.

The ratio of the perimeter term to the area term has magnitude $4/(ka)$, which is 0.28 here. At the same $k$, larger contacts give:

| $a$ (nm) | $N$ | Area | Perimeter | Smooth total |
|---:|---:|---:|---:|---:|
| 20 | 56 | 66.00 | −9.17 | 57.09 |
| 50 | 390 | 412.53 | −22.92 | 389.86 |
| 100 | 1602 | 1650.12 | −45.84 | 1604.53 |

The perimeter term grows in size but loses relative importance. In the opposite limit, the channel closes when $R<\sqrt2$, or $a<3.1$ nm at this $k$. Just below closure no mode is open, yet the area term is still about $\pi/2$ and the three-term total about 0.41.

### 4. The remaining difference

Let $L$ be the number of all integer points, of either sign, inside the disc of radius $R$. They consist of the origin, $\lfloor R\rfloor$ points on each of four half-axes, and $N$ points in each open quadrant:

$$L=1+4\lfloor R\rfloor+4N.$$

Solving for $N$ and subtracting $N_{\rm smooth}$ gives

$$N-N_{\rm smooth}=\frac{L-\pi R^2}{4}+\left(R-\frac12-\lfloor R\rfloor\right).$$

Here $L=69$ and $\pi R^2=66.005$. The first part is 0.749, and the second is $4.584-0.5-4=0.084$. Their sum is 0.83. Most of the excess thus comes from the disc holding about three more integer points than its area.

The last open modes are $(2,4)$ and $(4,2)$, with $m^2+n^2=20$. The next are $(3,4)$ and $(4,3)$, with sum 25. Therefore $N=13$ for

$$\frac{\pi\sqrt{20}}{a}<k<\frac{5\pi}{a},\qquad\text{or}\qquad 1.405<k<1.571\ \mathrm{nm^{-1}}$$

at fixed $a$. At fixed $k$, the range is $9.76<a<10.91$ nm. A reduction of the side by only 0.25 nm closes two modes.

### 5. Conductance and resistivity

Each open mode of a uniform channel transmits perfectly, so

$$G=13\times77.48\ \mathrm{\mu S}=1.007\ \mathrm{mS}.$$

The resistance is 993 Ω. Multiplication by the area, $10^{-12}\ \mathrm{cm^2}$, gives

$$\rho_c=\frac{A}{G_0N}=9.9\times10^{-10}\ \mathrm{\Omega\,cm^2}.$$

Within this single-valley, zero-temperature model, this is a lower bound provided the channel is long enough that closed modes do not tunnel through it: reflection makes the transmission per mode less than one and raises $\rho_c$. With abrupt joins to wide regions at both ends, lengths from 0.5 to 20 nm give 12.1 to 12.8 $G_0$. The same opening in a wall of zero thickness passes more than 13.5 $G_0$, so the bound does not apply to a thin aperture. The area term alone would give $7.8\times10^{-10}\ \mathrm{\Omega\,cm^2}$, below the bound set by the actual modes.

### 6. A silicide contact to silicon

**Temperature.** Let the wide silicon region that feeds the channel set the Fermi level. Its single-valley density is $k^3/(3\pi^2)=1.0\times10^{20}\ \mathrm{cm^{-3}}$, a realistic heavy doping. The hard-wall channel itself holds less, about $0.72\times10^{20}\ \mathrm{cm^{-3}}$. With mass $0.26\,m_0$, $E_F=0.304$ eV. At 300 K, fixing the density moves the chemical potential to $\mu=0.302$ eV. A mode with threshold $E_{mn}$ contributes

$$\int_{E_{mn}}^\infty\left(-\frac{\partial f}{\partial E}\right)dE=f(E_{mn}),$$

where $f$ is the Fermi function. The sum over modes is 12.16. Thermal smearing removes the integer plateau but not the deficit: the count is now 4.3 below the zero-temperature Sharvin value of 16.50, compared with 3.5 below it at zero temperature.

**Six valleys.** Silicon shares its electrons among six ellipsoidal valleys. At the same total density in the wide region, each holds one sixth, and

$$E_F=\frac{\hbar^2(3\pi^2n_e/6)^{2/3}}{2(m_lm_t^2)^{1/3}}=0.074\ \mathrm{eV},$$

where $n_e$ is the total density. Take a (001) contact with sides along the cube axes and no coupling between valleys. The mode condition is $m^2/R_x^2+n^2/R_y^2\le1$, with each radius equal to $(a/\pi)\sqrt{2m_iE_F}/\hbar$. The long and short radii are 4.27 and 1.94. Two valleys have two short radii and one mode each; four have one long and one short radius and three modes each. The total is $2\times1+4\times3=14$. This count depends on the wide region setting the Fermi level: the channel then holds only $4.3\times10^{19}\ \mathrm{cm^{-3}}$. If a long channel had to be neutral at the full doping, $E_F$ would rise to 0.110 eV and the count to 30.

Repeating the derivation of part 3 with unequal radii gives $\pi R_xR_y/4-(R_x+R_y)/2+1/4$ per valley. The six-valley area term is 31.9, but the smooth total is 17.1. The total boundary correction is much larger than before because each of the six valleys contributes its own perimeter term; the smaller radii also make these terms a larger fraction of the area term. At 300 K the smeared count is 16.0. The agreement between 13 and 14 is therefore no evidence that the single-valley model describes silicon.

**Side walls.** For a wall of height $V_w$, let $k_w=\sqrt{2mV_w}/\hbar$, with equal mass inside and outside and a potential that is a sum of $x$ and $y$ parts. Writing the inside wave as $\sin(qx+\delta)$ and matching it to a decaying exponential gives $\sin\delta=q/k_w$. The two walls together require

$$qa+2\arcsin(q/k_w)=m\pi.$$

For small $q$, this is a hard-wall channel of side $a+2/k_w$. Here $1/k_w=0.221$ nm, so the effective side is 10.44 nm. This is below the 10.91 nm threshold, and solving the full condition also gives 13 modes.

**Schottky barrier.** This changes the answer most. In the single-valley model, the band bends by $V_b=0.6+0.304=0.904$ eV. If the barrier region is taken as fully depleted, uniform doping gives the parabolic barrier $V_b(1-z/w)^2$, with

$$w=\sqrt{\frac{2\varepsilon V_b}{e^2n_e}}=3.40\ \mathrm{nm}.$$

Here $\varepsilon$ is the permittivity of silicon. A mode has longitudinal energy $E_z=E_F-E_{mn}$. Put $s=E_z/V_b$ and $u=1-z/w$. The WKB transmission is roughly $e^{-S}$, where

$$S=\frac{2w\sqrt{2mV_b}}{\hbar}\int_{\sqrt s}^1\sqrt{u^2-s}\,du$$

$$\phantom{S}=\frac{w\sqrt{2mV_b}}{\hbar}\left[\sqrt{1-s}-s\ln\frac{1+\sqrt{1-s}}{\sqrt s}\right].$$

For mode $(1,1)$, $E_z=0.304(1-2/21.01)=0.275$ eV and $s=0.304$. The factor $\sqrt{2mV_b}/\hbar$ is $1.44\sqrt{0.904/0.304}=2.48\ \mathrm{nm^{-1}}$. The bracket is 0.469, so $S\approx4.0$ and the transmission is about 0.02. Higher modes have less longitudinal energy and transmit less, down to about $3\times10^{-4}$.

The 13 transmissions add up to only about 0.065, giving $\rho_c\approx2\times10^{-7}\ \mathrm{\Omega\,cm^2}$, some 200 times the ballistic bound. This estimate is too high for silicon: it omits the WKB prefactor, image-force lowering, thermal assistance and the six-valley masses, all of which raise the transmission here. Solving the wave equation with these effects included, for a metal with the free-electron mass and a band 5 eV deep, gives about $2\times10^{-8}\ \mathrm{\Omega\,cm^2}$. That is roughly ten times lower, but still about 20 times the six-valley ballistic value. The figure is good to one digit only: it moves between $1.7$ and $2.5\times10^{-8}\ \mathrm{\Omega\,cm^2}$ as the image-force cutoff is varied from 0.01 to 0.2 nm and the metal band depth from 2 to 10 eV. Full depletion is itself an approximation: some electrons remain where the band edge lies below the Fermi level, and they thicken the barrier. In a Thomas–Fermi estimate they double the WKB resistivity and, at 300 K, raise the fuller value by about 60%, to about $3\times10^{-8}\ \mathrm{\Omega\,cm^2}$. For a barrier of this height and doping, tunnelling, not the number of modes, sets the resistance. The mode count sets the scale only when the barrier is made nearly transparent, and even then it is a bound, not the value reached. With no barrier at all, the velocity mismatch to the metal used above leaves total transmissions of about 8.7 of the 13 single-valley modes and about 7 of the 14 six-valley modes.

Further digits of most of these values are in the numerical output.

## Values computed for the example and the checks

```
Side a = 10.0 nm; Fermi wavevector k = 1.44 nm^-1
R = k a/pi = 4.5837; R^2 = 21.010
Open modes in rows m = 1,2,...: [4, 4, 3, 2]
Mode count N = 13; from grid diagonalization = 13
Sharvin area term = 16.501
Weyl perimeter term = -4.584
Area + perimeter = 11.918
Corner term = 0.25; smooth total = 12.168
N - area term = -3.501
N - (area + perimeter) = 1.082
Residual N - smooth total = 0.832
Integer points in full disc L = 69; pi R^2 = 66.005
Residual parts: disc = 0.749, axis = 0.084
Mean residual, R from 20 to 60: smooth law -0.0050
Same mean, area term only: -39.755
Last open m^2+n^2 = 20; next = 25
N holds for k from 1.4050 to 1.5708 nm^-1 at this side
N holds for a from 9.757 to 10.908 nm at this k
Perimeter/area ratio 4/(k a) = 0.2778
a = 20 nm: N = 56, area = 66.00, perimeter = -9.17, smooth = 57.09
a = 50 nm: N = 390, area = 412.53, perimeter = -22.92, smooth = 389.86
a = 100 nm: N = 1602, area = 1650.12, perimeter = -45.84, smooth = 1604.53
Conductance quantum 2e^2/h = 77.481 uS
Conductance G0 N = 1.0073 mS; resistance = 992.8 ohm
Resistivity floor from N = 9.928e-10 ohm cm2
Resistivity floor from area term = 7.822e-10 ohm cm2
Resistivity floor from smooth total = 1.061e-09 ohm cm2
Single-valley density = 1.008e+20 cm^-3
Mass = 0.26 m0; Fermi energy = 0.3039 eV
T = 300 K: kT = 0.02585 eV; chemical potential = 0.3020 eV
Thermally smeared mode count = 12.157
Six valleys: masses 0.92, 0.19 m0; EF = 0.0744 eV
Six valleys: radii R_l = 4.268, R_t = 1.939
Six valleys: modes per round valley 1, per long valley 3
Six valleys: total N = 14; area term = 31.91; smooth = 17.12
Six valleys at 300 K: mu = 0.0657 eV; count = 16.04
Side wall 3.0 eV: decay length = 0.221 nm; effective side = 10.442 nm
Finite-wall mode count = 13
Schottky barrier = 0.6 eV; relative permittivity = 11.7
Band bending = 0.904 eV; depletion width = 3.40 nm
WKB transmission: best mode 1.90e-02, worst 3.32e-04
WKB sum over modes = 6.50e-02; resistivity = 2.0e-07 ohm cm2
```
